# Perfect phonon transmission through two equal mass defects in a harmonic chain: a program that tests the result

```python
"""Two equal mass defects in a harmonic chain: test of perfect transmission.

Result under test: T_pair = 1/(1 + 4 g^2 (cos(N theta) - g sin(N theta))^2),
which is 1 when N theta + arctan(g) is an odd multiple of pi/2, although
a single defect transmits only T_single = 1/(1 + g^2).
theta: phase advance per site; N: defect separation in sites;
eps: (defect mass - host mass)/host mass; g = eps tan(theta/2).
Reduced units: host mass = spring constant = 1. SI values enter the example.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def scatter(masses, theta, springs=None, onsite=0.0, damping=0.0):
    """Solve the equations of motion with one incident wave from the left."""
    masses = np.asarray(masses, float)
    n = len(masses)
    if springs is None:
        springs = np.ones(n + 1)
    omega2 = 2 * (1 - np.cos(theta)) + onsite
    diagonal = (masses * omega2 + 1j * np.sqrt(omega2) * damping
                - springs[:-1] - springs[1:] - onsite)
    matrix = np.diag(diagonal * np.ones(n)).astype(complex)
    for j in range(n - 1):
        matrix[j, j + 1] = matrix[j + 1, j] = springs[j + 1]
    matrix[0, 0] += np.exp(1j * theta)
    matrix[-1, -1] += np.exp(1j * theta)
    source = np.zeros(n, complex)
    source[0] = 2j * np.sin(theta)
    u = np.linalg.solve(matrix, source)
    return u[0] - 1, u[-1] * np.exp(-1j * theta * (n - 1)), u


def pair_masses(eps_left, eps_right, n_sep):
    masses = np.ones(n_sep + 1)
    masses[0] += eps_left
    masses[-1] += eps_right
    return masses


def direct_pair(eps, n_sep, theta):
    return abs(scatter(pair_masses(eps, eps, n_sep), theta)[1])**2


def formula_single(eps, theta):
    return 1 / (1 + (eps * np.tan(theta / 2))**2)


def formula_pair(eps, n_sep, theta):
    g = eps * np.tan(theta / 2)
    return 1 / (1 + 4 * g**2 * (np.cos(n_sep * theta)
                               - g * np.sin(n_sep * theta))**2)


def mirror_ratio(masses, theta, springs=None):
    """Real function of a mirror-symmetric structure; zero if r = 0."""
    r, t, _ = scatter(masses, theta, springs)
    ratio = r * np.exp(-1j * (len(masses) - 1) * theta) / t
    return ratio.imag


def perfect_points(masses, springs=None, points=1500):
    grid = np.linspace(0.002, np.pi - 0.002, points)
    values = [mirror_ratio(masses, x, springs) for x in grid]
    return [brentq(lambda x: mirror_ratio(masses, x, springs),
                   grid[i], grid[i + 1], xtol=1e-14)
            for i in range(points - 1) if values[i] * values[i + 1] < 0]


# Scattering formulas against the direct solution, heavy and light defects
rng = np.random.default_rng(4)
for _ in range(60):
    eps = rng.uniform(-0.9, 3.0)
    n_sep = int(rng.integers(1, 12))
    theta = rng.uniform(0.1, 2.9)
    g = eps * np.tan(theta / 2)
    r1, t1, _ = scatter([1 + eps], theta)
    assert abs(t1 - 1 / (1 - 1j * g)) < 1e-10
    assert abs(r1 - 1j * g / (1 - 1j * g)) < 1e-10
    r2, t2, _ = scatter(pair_masses(eps, eps, n_sep), theta)
    z = np.exp(2j * n_sep * theta)
    assert abs(t2 - t1**2 / (1 - r1**2 * z)) < 1e-8
    assert abs(abs(t2)**2 - formula_pair(eps, n_sep, theta)) < 1e-8
    assert abs(abs(r2)**2 + abs(t2)**2 - 1) < 1e-8

# Number of perfect transmissions, counted in the direct solution
for eps, n_sep in [(0.5, 5), (2.0, 3), (-0.5, 5), (-0.05, 5),
                   (-0.6, 1), (-0.3, 1)]:
    expected = n_sep - 1 if eps <= -1 / (2 * n_sep) else n_sep
    found = perfect_points(pair_masses(eps, eps, n_sep))
    assert len(found) == expected
    for x in found:
        assert abs(direct_pair(eps, n_sep, x) - 1) < 1e-9
        phase = n_sep * x + np.arctan(eps * np.tan(x / 2))
        assert abs(np.cos(phase)) < 1e-7

# Worked example: rough copper-like host, chosen double-mass defect planes
mass_u, spring, spacing = 64.0, 55.0, 0.18e-9
eps, n_sep, order, temperature = 1.0, 8, 4, 300.0
rate = np.sqrt(spring / (mass_u * const.atomic_mass))


def freq_thz(theta):
    return 2 * rate * np.sin(theta / 2) / (2 * np.pi) / 1e12


print(f"host mass {mass_u:.0f} u, spring {spring:.0f} N/m")
print(f"plane spacing {spacing*1e9:.2f} nm")
print(f"defect mass {mass_u*(1+eps):.0f} u, eps {eps:.1f}, N {n_sep}")
print(f"defect separation {n_sep*spacing*1e9:.2f} nm")
print(f"band top {freq_thz(np.pi):.3f} THz")
print(f"sound speed {rate*spacing:.0f} m/s")
resonances = perfect_points(pair_masses(eps, eps, n_sep))
assert len(resonances) == n_sep
print("resonances: p, theta (rad), f (THz), T one, T two")
for p, x in enumerate(resonances):
    assert abs(x - (2 * p + 1) * np.pi / (2 * n_sep + 1)) < 1e-9
    one = abs(scatter([1 + eps], x)[1])**2
    print(f"  {p} {x:.4f} {freq_thz(x):.3f} {one:.4f} "
          f"{direct_pair(eps, n_sep, x):.6f}")

theta0 = resonances[order]
g0 = eps * np.tan(theta0 / 2)
reflect = g0**2 / (1 + g0**2)
contrast = 4 * g0**2 * (1 + g0**2)
print(f"chosen p={order}: g {g0:.4f}, R one {reflect:.4f}, F {contrast:.3f}")

# Cancellation of the first reflection, by an explicit sum over bounces
r1, t1, _ = scatter([1 + eps], theta0)
z0 = np.exp(2j * n_sep * theta0)
leak = sum(t1**2 * r1 * z0 * (r1**2 * z0)**k for k in range(200))
r2, t2, u = scatter(pair_masses(eps, eps, n_sep), theta0)
assert abs(r1 + leak - r2) < 1e-10 and abs(r2) < 1e-9
print(f"first reflected amplitude {r1.real:.4f} {r1.imag:+.4f} i")
print(f"sum of leaked amplitudes {leak.real:.4f} {leak.imag:+.4f} i")

# Right- and left-going intensities between the defects
waves = np.array([[np.exp(1j * theta0 * j), np.exp(-1j * theta0 * j)]
                  for j in (2, 3)])
right, left = abs(np.linalg.solve(waves, u[2:4]))**2
assert abs(right - 1 - g0**2) < 1e-8 and abs(left - g0**2) < 1e-8
print(f"cavity intensity right {right:.4f}, left {left:.4f}")

# Valley, naive standing-wave rule, and width of the peak
valley = 2 * (order + 1) * np.pi / (2 * n_sep + 1)
valley_t = direct_pair(eps, n_sep, valley)
g_valley = eps * np.tan(valley / 2)
assert abs(valley_t - 1 / (1 + 2 * g_valley**2)**2) < 1e-9
print(f"valley at {freq_thz(valley):.3f} THz: T two {valley_t:.4f}")
naive = 4 * np.pi / n_sep
naive_t = direct_pair(eps, n_sep, naive)
assert abs(naive_t - 1 / (1 + 4 * (eps * np.tan(naive / 2))**2)) < 1e-9
print(f"naive N theta=4 pi: {freq_thz(naive):.3f} THz, T {naive_t:.4f}")
step = np.pi / (2 * n_sep + 1)
low, high = [brentq(lambda x: direct_pair(eps, n_sep, x) - 0.5, a, b)
             for a, b in [(theta0 - step, theta0), (theta0, theta0 + step)]]
width = freq_thz(high) - freq_thz(low)
phase_slope = n_sep + (eps / 2) / (np.cos(theta0 / 2)**2
                                   + eps**2 * np.sin(theta0 / 2)**2)
width_estimate = (rate * np.cos(theta0 / 2) / (2 * np.pi * 1e12)
                  * 2 * np.arcsin(1 / np.sqrt(contrast)) / phase_slope)
assert abs(width / width_estimate - 1) < 0.05
print(f"full half-height width {width:.4f} THz")
print(f"width from phase slope {width_estimate:.4f} THz")


# Newton's equations for a moving packet: no scattering theory is used
def packet_transmission(defect_sites, center_phase):
    size, start, sigma, first = 3200, 900, 120.0, 1600
    site = np.arange(size)
    packet = np.exp(-(site - start)**2 / (4 * sigma**2)
                    + 1j * center_phase * site)
    phases = 2 * np.pi * np.fft.fftfreq(size)
    omega = 2 * abs(np.sin(phases / 2))
    spectrum = np.fft.fft(packet)
    x = packet.real.copy()
    v = np.fft.ifft(-1j * omega * spectrum).real
    masses = np.ones(size)
    for s in defect_sites:
        masses[first + s] += eps
    inverse = 1 / masses

    def acceleration(y):
        force = -2 * y
        force[1:] += y[:-1]
        force[:-1] += y[1:]
        return force * inverse

    dt = 0.05
    a = acceleration(x)
    for _ in range(int(1400 / np.cos(center_phase / 2) / dt)):
        v += 0.5 * dt * a
        x += dt * v
        a = acceleration(x)
        v += 0.5 * dt * a
    kinetic = 0.5 * masses * v**2
    bonds = 0.5 * np.diff(x)**2
    edge = first + max(defect_sites) + 1
    passed = kinetic[edge:].sum() + bonds[edge:].sum()
    total = (kinetic.sum() + bonds.sum() + 0.5 * x[0]**2 + 0.5 * x[-1]**2)
    return passed / total, phases, omega**2 * abs(spectrum)**2


packet_one, phases, weight = packet_transmission([0], theta0)
expected_one = np.sum(weight * formula_single(eps, phases)) / weight.sum()
packet_two, phases, weight = packet_transmission([0, n_sep], theta0)
expected_two = np.sum(weight * formula_pair(eps, n_sep, phases)) / weight.sum()
assert abs(packet_one - expected_one) < 3e-3
assert abs(packet_two - expected_two) < 3e-3
assert packet_two > packet_one + 0.3
print(f"packet, one defect: {packet_one:.4f}, formula {expected_one:.4f}")
print(f"packet, two defects: {packet_two:.4f}, formula {expected_two:.4f}")

# Average over cavity phase against addition of bounce probabilities
angles = np.arange(2000) * np.pi / 2000
phase_average = np.mean((1 - reflect)**2
                        / abs(1 + reflect * np.exp(2j * angles))**2)
bounce_sum = sum((1 - reflect)**2 * reflect**(2 * k) for k in range(200))
assert abs(phase_average - bounce_sum) < 1e-10
assert abs(phase_average - 1 / (1 + 2 * g0**2)) < 1e-10
print(f"phase-averaged T two at this g: {phase_average:.4f}")

# Landauer heat conductance per atomic row, normal incidence
count = 200000
theta_grid = (np.arange(count) + 0.5) * np.pi / count
omega_grid = 2 * rate * np.sin(theta_grid / 2)
d_omega = rate * np.cos(theta_grid / 2) * np.pi / count


def conductance(transmission, temp):
    half = const.hbar * omega_grid / (2 * const.k * temp)
    thermal = (half / np.sinh(half))**2
    return const.k * np.sum(d_omega * thermal * transmission) / (2 * np.pi)


incoherent = 1 / (1 + 2 * (eps * np.tan(theta_grid / 2))**2)
heat_clean = conductance(1.0, temperature)
heat_one = conductance(formula_single(eps, theta_grid), temperature)
heat_two = conductance(formula_pair(eps, n_sep, theta_grid), temperature)
heat_inc = conductance(incoherent, temperature)
heat_long = conductance(formula_pair(eps, 100, theta_grid), temperature)
assert abs(heat_long / heat_inc - 1) < 2e-3
quantum = np.pi**2 * const.k**2 / (3 * const.h)
heat_cold = conductance(formula_pair(eps, n_sep, theta_grid), 1.0)
assert abs(heat_cold / quantum - 1) < 0.01
print(f"heat conductance per row at {temperature:.0f} K, in pW/K:")
print(f"  clean {heat_clean*1e12:.2f}, one defect {heat_one*1e12:.2f}")
print(f"  two {heat_two*1e12:.2f}, two incoherent {heat_inc*1e12:.2f}")
print(f"  two, N=100: {heat_long*1e12:.2f}")
print(f"two defects at 1 K: {heat_cold*1e12:.4f} pW/K")
print(f"conductance quantum at 1 K: {quantum*1e12:.4f} pW/K")
print(f"h f/k at chosen peak {const.h*freq_thz(theta0)*1e12/const.k:.1f} K")

# Neglected effect: finite phonon lifetime between the defects
lifetime = 5e-12
gamma = 1 / (lifetime * rate)
damping = np.full(n_sep + 1, gamma)
damping[[0, -1]] *= 0.5
r_loss, t_loss, _ = scatter(pair_masses(eps, eps, n_sep), theta0,
                            damping=damping)
survival = np.exp(-n_sep * gamma / np.cos(theta0 / 2))
loss_formula = (1 - reflect)**2 * survival / (1 - reflect * survival)**2
assert abs(abs(t_loss)**2 - loss_formula) < 0.02
crossing = n_sep / (rate * np.cos(theta0 / 2)) * 1e12
print(f"one-way crossing time {crossing:.3f} ps")
print(f"lifetime {lifetime*1e12:.0f} ps: peak T {abs(t_loss)**2:.4f}, "
      f"estimate {loss_formula:.4f}")
print(f"  reflected {abs(r_loss)**2:.4f}, "
      f"scattered {1-abs(r_loss)**2-abs(t_loss)**2:.4f}")

# Neglected effect: stiffer bonds on both sides of each defect
stiff = 1.2
masses = np.ones(n_sep + 5)
masses[[2, n_sep + 2]] += eps
springs = np.ones(n_sep + 6)
springs[[2, 3, n_sep + 2, n_sep + 3]] = stiff
theta_stiff = min(perfect_points(masses, springs),
                  key=lambda x: abs(x - theta0))
stiff_two = abs(scatter(masses, theta_stiff, springs)[1])**2
stiff_one = abs(scatter([1, 1, 1 + eps, 1, 1], theta_stiff,
                        np.array([1, 1, stiff, stiff, 1, 1]))[1])**2
assert abs(stiff_two - 1) < 1e-9 and stiff_one < 0.95
print(f"bonds {100*(stiff-1):.0f}% stiffer: peak {freq_thz(theta_stiff):.3f}"
      f" THz, T one {stiff_one:.4f}, two {stiff_two:.6f}")

# Neglected effect: unequal masses, at the round-trip phase condition
eps_b = 1.1 * (1 + eps) - 1


def round_trip(x):
    return (2 * n_sep * x + np.arctan(eps * np.tan(x / 2))
            + np.arctan(eps_b * np.tan(x / 2)) - (2 * order + 1) * np.pi)


theta_b = brentq(round_trip, theta0 - step, theta0 + step)
ra = 1 - abs(scatter([1 + eps], theta_b)[1])**2
rb = 1 - abs(scatter([1 + eps_b], theta_b)[1])**2
unequal = abs(scatter(pair_masses(eps, eps_b, n_sep), theta_b)[1])**2
assert abs(unequal - (1-ra)*(1-rb) / (1-np.sqrt(ra*rb))**2) < 1e-9
assert unequal < 1 - 1e-4
print(f"second mass 10% larger: T {unequal:.4f} "
      f"at {freq_thz(theta_b):.3f} THz")

# Neglected effect: spacing error of one plane, at fixed frequency
print(f"spacing N+1 at chosen frequency: T "
      f"{direct_pair(eps, n_sep + 1, theta0):.4f}")


# Neglected effect: oblique incidence in a scalar simple-cubic model
def oblique(beta):
    lateral = 2 * (1 - np.cos(beta))
    theta = np.arccos(np.cos(theta0) + lateral / 2)
    t = scatter(pair_masses(eps, eps, n_sep), theta, onsite=lateral)[1]
    return abs(t)**2, theta


beta_half = brentq(lambda b: oblique(b)[0] - 0.5, 0.0, 0.45)
angle = np.degrees(np.arctan(beta_half / oblique(beta_half)[1]))
print(f"T falls to half at wavevector angle {angle:.2f} deg")

# Neglected effect: ballistic heat flow by free electrons, one per atom
cube = 2 * spacing
k_fermi = (3 * np.pi**2 * 4 / cube**3)**(1 / 3)
row_area = cube**2 / 2
electric = 2 * const.e**2 / const.h * k_fermi**2 / (4 * np.pi) * row_area
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
print(f"free-electron heat conductance per row "
      f"{electric*lorenz*temperature*1e12:.1f} pW/K")
print("all tests passed")
```

Printed output:

```
host mass 64 u, spring 55 N/m
plane spacing 0.18 nm
defect mass 128 u, eps 1.0, N 8
defect separation 1.44 nm
band top 7.241 THz
sound speed 4095 m/s
resonances: p, theta (rad), f (THz), T one, T two
  0 0.1848 0.668 0.9915 1.000000
  1 0.5544 1.982 0.9251 1.000000
  2 0.9240 3.228 0.8013 1.000000
  3 1.2936 4.364 0.6368 1.000000
  4 1.6632 5.351 0.4539 1.000000
  5 2.0328 6.157 0.2771 1.000000
  6 2.4024 6.752 0.1305 1.000000
  7 2.7720 7.118 0.0338 1.000000
chosen p=4: g 1.0969, R one 0.5461, F 10.605
first reflected amplitude -0.5461 +0.4979 i
sum of leaked amplitudes 0.5461 -0.4979 i
cavity intensity right 2.2033, left 1.2033
valley at 5.779 THz: T two 0.0492
naive N theta=4 pi: 5.120 THz, T 0.2000
full half-height width 0.1802 THz
width from phase slope 0.1791 THz
packet, one defect: 0.4539, formula 0.4539
packet, two defects: 0.9872, formula 0.9872
phase-averaged T two at this g: 0.2935
heat conductance per row at 300 K, in pW/K:
  clean 96.39, one defect 65.20
  two 56.02, two incoherent 56.02
  two, N=100: 56.02
two defects at 1 K: 0.9462 pW/K
conductance quantum at 1 K: 0.9464 pW/K
h f/k at chosen peak 256.8 K
one-way crossing time 0.522 ps
lifetime 5 ps: peak T 0.7175, estimate 0.7191
  reflected 0.0211, scattered 0.2614
bonds 20% stiffer: peak 5.517 THz, T one 0.6040, two 1.000000
second mass 10% larger: T 0.9807 at 5.339 THz
spacing N+1 at chosen frequency: T 0.0868
T falls to half at wavevector angle 9.78 deg
free-electron heat conductance per row 544.9 pW/K
all tests passed
```
